How ions remove a capacitor-held electrode bias after rf switch-off

**Question**

I am stuck on an exercise about pulsed plasmas. An electrode in a plasma is driven through a 1 nF blocking capacitor. When the rf is switched off, the capacitor holds the electrode at -200 V. I am told that the ion current to the electrode is a constant 10 mA and that electrons are repelled, and I have to show that the bias is gone in about 20 microseconds.

I looked for an RC time, but no resistance is given. I also don't see why electrons may be ignored: the bias was built up by electrons in the first place, and they must return when the electrode is no longer very negative. Finally, an isolated object in a plasma floats at a negative potential. Does the discharge then stop before the bias reaches zero?

**Answer**

There is no RC time because the plasma acts here as a current source, not as a resistor. The electrons can be ignored for most of the discharge but not for its last few volts, and that is one reason for the word "about".

**The circuit and the straight line**

Let V be the electrode potential relative to the grounded chamber, and count current from the plasma into the electrode as positive. Time starts when the rf voltage has died away and only the dc bias V(0) = -V₀ remains, with V₀ = 200 V. I take the generator side of the capacitor to be connected to ground through a low resistance. This matters: if that side were open, no current could flow through the capacitor and its voltage could not change.

The electrode-side plate carries the charge CV. Positive ions add to this charge and electrons subtract from it, so

C dV/dt = I − Iₑ,

where I is the ion current and Iₑ the magnitude of the electron current. If the electrons are repelled, Iₑ = 0. With constant I, integration from V(0) = −V₀ gives

V(t) = −V₀ + I t/C.

This is zero at

t₀ = C V₀/I = (1×10⁻⁹ F)(200 V)/(0.010 A) = 2.0×10⁻⁵ s = 20 µs.

The bias shrinks at I/C = 10 V/µs. The charge to be neutralized is CV₀ = 200 nC, or about 1.25×10¹² singly charged ions.

**How well are the electrons repelled?**

Let the electrons be Maxwellian with temperature Tₑ, expressed in volts, so that their thermal energy is eTₑ. Let v be the velocity component towards the surface. Only electrons for which this component satisfies mv²/2 > eU reach a surface that lies U below the plasma potential. With bulk density n and v₁ = √(2eU/m), their flux is

Γ = n √(m/(2πeTₑ)) ∫ v exp(−mv²/(2eTₑ)) dv, from v₁ to ∞
  = n √(eTₑ/(2πm)) exp(−U/Tₑ).

The integrand is a total derivative, which gives the second line at once.

The ions enter the sheath at the Bohm speed u = √(eTₑ/M), with edge density nₛ = hn. If all ions start from rest in the bulk and cross the presheath without collisions, they gain eTₑ/2 before the sheath edge, and the Boltzmann factor for that potential drop gives h = exp(−1/2). Ions created on the way make h somewhat smaller; I neglect this here. The ratio of the unretarded electron flux to the ion flux is therefore

K = √(eTₑ/(2πm))/(hu) = √(M/(2πm))/h.

We also need the plasma potential Vₚ relative to ground. Suppose first that the grounded wall is so much larger than the electrode that its net current density is negligible. Its ion and electron fluxes then balance:

1 = K exp(−Vₚ/Tₑ), so Vₚ = Tₑ ln K.

The electrode lies Vₚ − V below the plasma. Its electron current is

Iₑ = I K exp(−(Vₚ − V)/Tₑ) = I exp(V/Tₑ),

because K exp(−Vₚ/Tₑ) = 1.

This answers your last question. The electrode does float at a negative potential relative to the plasma, but so does the grounded wall. If both receive the same ion flux density, as assumed here, they have the same floating potential, so the net current to the electrode vanishes at V = 0, and the bias relative to ground goes to zero. If the ion flux density at the electrode is f times the mean at the wall, the electrode settles at V = Tₑ ln f instead. For Tₑ = 3 V this is +1.2 V for f = 1.5 and −1.1 V for f = 0.7, so in a real chamber "zero" means "within a volt or so". What remains is the ordinary sheath voltage Vₚ.

**The full discharge**

The charge balance is now

dV/dt = (I/C)[1 − exp(V/Tₑ)].

Define w = exp(−V/Tₑ) − 1 and τ = CTₑ/I. Then

dw/dt = −(1/Tₑ) exp(−V/Tₑ) dV/dt
  = −(I/(CTₑ)) [exp(−V/Tₑ) − 1]
  = −w/τ.

So w decays exponentially from w(0) = exp(V₀/Tₑ) − 1. Since V = −Tₑ ln(1 + w),

V(t) = −Tₑ ln{1 + [exp(V₀/Tₑ) − 1] exp(−t/τ)}.

While V is many Tₑ below zero, the 1 inside the logarithm is negligible, and so is the −1 in the bracket. The logarithm then returns −V₀ + It/C, the straight line. In the opposite limit, w ≪ 1, the bias is V ≈ −Tₑw and dies exponentially with time constant τ. Near V = 0 the plasma does behave as a resistor, of value Tₑ/I, so your RC time exists after all, but only for the tail.

At t = t₀ we have t₀/τ = V₀/Tₑ, and therefore

V(t₀) = −Tₑ ln[2 − exp(−V₀/Tₑ)] ≈ −Tₑ ln 2 for V₀ ≫ Tₑ.

**Numbers for a small argon reactor**

Take a bare metal electrode of 40 cm² in a low-pressure argon plasma with Tₑ = 3 V, that is, an electron temperature of 3 eV. These are rough, round values. The Bohm speed is about 2700 m/s, and 10 mA requires

nₛ = I/(euA) = 5.8×10⁹ cm⁻³,

or a bulk density of about 9.6×10⁹ cm⁻³. The flux ratio is K = 177.5, so the plasma sits Vₚ = 3 × ln 177.5 = 15.5 V above ground.

At V = −200 V the electron current is about 10⁻²⁹ of the ion current. At −10 V it is still only 3.6 %. The tail constant is τ = (1 nF)(3 V)/(10 mA) = 0.30 µs.

I integrated the charge balance numerically for a very large wall, finding Vₚ from the current balance at every instant. The result agrees with the closed formula:

- 10 µs: −100.0 V
- 18 µs: −20.0 V
- 19 µs: −10.1 V
- 20 µs: −2.08 V
- 21 µs: −0.11 V

At 20 µs the remaining bias is Tₑ ln 2 = 2.08 V, or 1.04 % of the original 200 V. The ions have delivered 200 nC by then, and the electrons have cancelled about 2.1 nC of it. If "removed" means "within a few volts of ground", 20 µs is right; to come within 0.1 V of the final floating value, this model needs 21 µs.

The condition V₀ ≫ Tₑ is essential. Start instead at −3 V, one Tₑ below ground. The straight line predicts zero after 0.30 µs, but the full equation leaves −1.47 V, about half the starting bias.

**A wall of finite size**

The ion current entering the electrode returns to the plasma through the grounded wall, which must collect an equal excess of electrons. Let r be the electrode area divided by the wall area, and write b = exp(V/Tₑ) and x = K exp(−Vₚ/Tₑ). Zero total current from the plasma requires

(1 − x) + r(1 − xb) = 0, so x = (1 + r)/(1 + rb).

The net electrode current is then

I(1 − xb) = I[(1 + rb) − (1 + r)b]/(1 + rb) = I(1 − b)/(1 + rb).

For b ≪ 1 this is again I, so the straight part is unchanged. The plasma potential is lower by Tₑ ln(1 + r) during that part. For r = 0.1 the shift is −0.29 V, and the bias at 20 µs is −2.18 V instead of −2.08 V.

**What the sheath does to the estimate**

The electrode starts 200 + 15.5 = 215.5 V below the plasma. To estimate the sheath thickness, neglect electrons inside it and let ions start from rest at its edge. At a potential drop φ from the edge, their speed is √(2eφ/M). With J = I/A, their charge density is J/√(2eφ/M). Poisson's equation, multiplied by the field E = dφ/dx, integrates, with zero field at the sheath edge, to

E² = 4a√φ, with a = (J/ε₀)√(M/(2e)).

Since dx = dφ/E, a total drop U gives the thickness

s = ∫ dφ/(2√a φ^(1/4)) = (2/3) U^(3/4)/√a, from 0 to U.

For U = 215.5 V this is 3.3 mm. This is an estimate: with Boltzmann electrons and ions entering at the Bohm speed, the sheath is about 4 mm thick, and ion collisions in it are neglected. It also follows that φ ∝ x^(4/3), so the ion speed grows as x^(2/3). Integrating dx/v gives a transit time of 3s/v(U) = 0.31 µs, short compared with 20 µs. The sheath edge itself moves towards the electrode by roughly 3 mm in 20 µs, which is about 5 % of the Bohm speed. Fewer ions cross an edge that moves along with them, so a steady-sheath estimate is good only to several per cent. This effect is not included in the corrections below, which take the ion current arriving at the electrode as given.

Three corrections can now be sized separately:

1. The electrode surface facing the plasma carries a negative charge of magnitude ε₀AE. In this electron-free estimate the magnitude falls by about 1.5 nC between the initial and final sheath voltages. The ions must supply this as well, which adds less than 1 % to the 200 nC.

2. An unguarded disc also collects ions at its edge. Its radius is R = 3.57 cm. If it collects like a disc of radius R + s, the current is I(1 + s/R)², where I is now the current to the flat face alone. Integrating C dV/[I(1 + s/R)²] as the sheath shrinks gives 17.9 µs.

3. Each ion may release secondary electrons. They leave the electrode, so they help to remove its negative charge. For a rough yield γ = 0.1 the current is (1 + γ)I and the time is 20/1.1 = 18.2 µs.

If the 10 mA in the exercise is the total current throughout the discharge, corrections 2 and 3 are already contained in it and must not be applied again. If it was measured only at the start, the edge contribution falls as the sheath shrinks, and the discharge takes somewhat longer than 20 µs. The resistance on the generator side matters less: 10 mA through 50 Ω is 0.5 V, or 0.25 % of the initial bias.

**Is the ion current really constant?**

It can be if "rf switch-off" means that the bias generator stops while a separate source, such as an inductive coil, sustains the plasma. If all power stops, the density falls. The condition for ion removal is then

∫ I(t) dt = CV₀.

Let d be the plasma volume divided by the wall area. For example, d = 5 cm is a cylinder 20 cm in radius and 20 cm high, whose wall is about a hundred times the electrode area. With wall loss alone and fixed Tₑ,

dn/dt = −hun/d = −n/τₙ, with τₙ = d/(hu).

The ion current follows the density, I(t) = I exp(−t/τₙ), and the charge condition becomes

Iτₙ[1 − exp(−t/τₙ)] = CV₀,

which gives

t = −τₙ ln(1 − t₀/τₙ), provided τₙ > t₀.

The numbers that follow use the collisionless value h = exp(−1/2), which requires an ion mean free path longer than the plasma is wide. An argon plasma of this size at Tₑ = 3 V is not in that regime: ionization balance puts it at a few to about ten mTorr, with a mean free path of about a centimetre or less and h near 0.3. Collisionless ions would need well under 1 mTorr and Tₑ near 6 V. The numbers therefore overstate the delay caused by ion loss. They also assume that h stays fixed while the plasma decays, although the density profile changes, so they are only rough estimates. For d = 5.0 cm, τₙ = 30.6 µs and the removal time is 32.4 µs. For d = 2.5 cm, with the same initial density and Tₑ, τₙ is only 15.3 µs. Most ions go to the wall, and the share reaching the flat electrode face, Iτₙ = 153 nC, is less than CV₀. This model then leaves

V₀(1 − τₙ/t₀) = 200(1 − 15.31/20) = 46.9 V

of negative bias. This residue ignores edge collection, which grows as the density falls and the sheath widens, and secondary electrons. If 10 mA is the current to the flat face, adding both corrections removes nearly all of it. At pressures of a few mTorr, collisions make h smaller. For the same initial ion current the bulk then holds more ions and loses them more slowly, so the removal time comes closer to 20 µs, and the bias can vanish even in the shallower chamber. With h = 0.32, for instance, the formula gives about 25 µs for d = 5.0 cm and about 34 µs for d = 2.5 cm.

Electrons also cool in an afterglow. If the ions adjusted at once to the falling Tₑ, the Bohm flux would fall as n√Tₑ. Take d = 5.0 cm again and assume that Tₑ relaxes from 3 eV towards 0.1 eV with a time constant of 10 µs. This model then gives a removal time of about 110 µs. That is much too long for a collisionless plasma: ions need about d/u = 19 µs to cross 5.0 cm, and those already moving towards the wall keep their speed while the electrons cool. The number shows only the direction of the effect, a later removal. Within the model, cooling changes the duration, but not the density drop required. Both the current and the density loss carry the same factor √Tₑ, so in this model the delivered charge is Iτₙ(1 − n/n₀) for any cooling history, where n₀, I and τₙ are the values at switch-off. These afterglow estimates count ions alone and omit the small electron tail near V = 0.

**Compared with a real reactor**

The model resembles a small biased electrode in a low-pressure argon inductive plasma. A bulk density near 10¹⁰ cm⁻³ is at the low end for such sources. At ten times the density, with the same area, Tₑ and capacitor, the current would be ten times larger and the straight-line time 2 µs. The constant current is an assumption that must be checked: for d = 5.0 cm, the rough afterglow model with fixed Tₑ moves the answer from 20 µs to about 25 µs with a collisional h near 0.3, or about 32 µs with the collisionless h, when all power is switched off, and electron cooling delays the removal further. The numerical output below lists the values used here.

Values computed for the example and the checks

```
capacitance: 1.0 nF
initial bias: -200 V
ion current: 10.0 mA
charge to remove C*V0: 200.0 nC
number of ions C*V0/e: 1.248e+12
rate of bias change I/C: 10.00 V/us
removal time t0: 2.000e-05 s = 20.00 us
electron temperature (rough): 3.0 eV
electrode area: 40 cm2
Bohm speed, argon: 2692 m/s
sheath-edge density needed: 5.797e+09 cm^-3
bulk density needed: 9.557e+09 cm^-3
flux ratio K: 177.5
plasma potential above ground: 15.54 V
time constant tau = C*Te/I: 0.300 us
electron/ion current at -200 V: 1.11e-29
electron/ion current at -10 V: 0.0357
bias at 0 us, full circuit: -200.000 V
bias at 5 us, full circuit: -150.000 V
bias at 10 us, full circuit: -100.000 V
bias at 15 us, full circuit: -50.000 V
bias at 18 us, full circuit: -20.004 V
bias at 19 us, full circuit: -10.105 V
bias at 20 us, full circuit: -2.079 V
bias at 21 us, full circuit: -0.105 V
bias at 22 us, full circuit: -0.004 V
Te*ln2: 2.079 V
share of bias left at t0: 1.04 %
start at -3 V, bias left at 0.3 us: -1.470 V
electrode/wall area ratio: 0.10
finite wall, plasma potential shift: -0.286 V
finite wall, bias at t0: -2.180 V
initial sheath voltage: 215.5 V
initial sheath thickness: 3.31 mm
ion transit time of sheath: 0.308 us
change of sheath charge: 1.48 nC
sheath charge / C*V0: 0.74 %
disc radius: 3.57 cm
removal time with edge collection: 17.94 us
secondary yield (rough): 0.10
removal time with secondaries: 18.18 us
voltage across 50 ohm output: 0.50 V
all power off, volume/wall area: 5.0 cm
all power off, density loss time: 30.62 us
all power off, fixed Te, removal time: 32.42 us
assumed cooling time to 0.1 eV floor: 10 us
all power off, cooling Te, removal time: 111.5 us
half depth, density loss time: 15.31 us
half depth, fixed Te, bias never removed: -46.9 V
```
